\section*{Does a straight inverse-density plot prove recombination in a pulsed plasma?}

\section*{Question}

I am studying the off phase of a pulsed SF$_6$ etching plasma, at a late stage when the electrons have gone and only positive and negative ions remain. If I plot the inverse ion density $1/n$ against time while $n$ falls by a factor of two, I get a good straight line: the squared correlation is about 0.99 and the points lie within about five percent of the line. Recombination predicts a straight line, so I read the recombination coefficient from the slope.

A colleague objects that ions which merely diffuse to the walls, with a purely exponential decay, would give a plot just as straight. Can that be shown without relying on one particular data set? And if it is true, what would tell the two apart?

\section*{Answer}

Your colleague is right. Over a factor of two, the inverse of a pure exponential lies within 3.0 percent of a suitably chosen straight line. Whether your own fit stays within five percent depends on how many points there are and how they are weighted.

\subsection*{The two decay laws}

Let $n$ be the common density of positive and negative ions, and $n_0$ its value when the observed window opens at $t=0$. For recombination with coefficient $k$,
\begin{equation}
\frac{dn}{dt}=-kn^2
\quad\Rightarrow\quad
\frac{d}{dt}\frac1n=-\frac1{n^2}\frac{dn}{dt}=k
\quad\Rightarrow\quad
\frac1n=\frac1{n_0}+kt .
\end{equation}
For a loss at constant rate $\nu$, such as diffusion in its slowest mode,
\begin{equation}
\frac{dn}{dt}=-\nu n
\quad\Rightarrow\quad
n=n_0e^{-\nu t}
\quad\Rightarrow\quad
\frac{n_0}{n}=e^{\nu t}.
\end{equation}
The first inverse density is a line and the second is a convex curve. The question is how far the curve departs from its best line.

\subsection*{The best line through an exponential}

Write $x=\nu t$ and $y=n_0/n=e^x$, and let the density fall by a factor $R$, so that $0\le x\le\ln R$. I measure the error of a line as (line $-\,y)/y$, a fraction of the inverse density itself.

Start with the chord through the two end points, $(0,1)$ and $(\ln R,R)$:
\begin{equation}
1+cx,\qquad c=\frac{R-1}{\ln R}.
\end{equation}
Its ratio to the curve is $q(x)=(1+cx)e^{-x}$, which equals 1 at both ends. Differentiating,
\begin{equation}
q'(x)=(c-1-cx)e^{-x}=0
\quad\Rightarrow\quad x_*=1-\frac1c .
\end{equation}
Since $R-1>\ln R$ for $R>1$, we have $c>1$ and $q'(0)>0$. The ratio therefore rises from 1, has a single maximum at $x_*$, and returns to 1. Because $1+cx_*=c$, the maximum is
\begin{equation}
M=q(x_*)=c\,e^{1/c-1}=e^g,\qquad g=\ln c+\frac1c-1 .
\end{equation}

The chord lies above the curve throughout, so multiply it by a factor $\lambda<1$. The error becomes $\lambda-1$ at the ends and $\lambda M-1$ at $x_*$. Making these equal in size and opposite in sign gives
\begin{equation}
1-\lambda=\lambda M-1
\quad\Rightarrow\quad
\lambda=\frac{2}{1+M},
\end{equation}
and the largest error is
\begin{equation}
e(R)=1-\lambda=\frac{M-1}{M+1}=\frac{e^g-1}{e^g+1}=\tanh\frac g2 .
\end{equation}

No line does better. The errors of this one are $-e,+e,-e$ at $0,x_*,\ln R$. A line with a smaller largest error would have to lie above it at the first point, below it at the second and above it at the third. The difference of the two lines would then change sign twice, which a linear function cannot do.

For $R=2$,
\begin{equation}
c=\frac1{\ln2}=1.4427,\qquad M=1.0615,\qquad
e=\frac{0.0615}{2.0615}=0.0298 .
\end{equation}

For a small range, put $s=\ln R$ and $u=\ln c$. Then $c=(e^s-1)/s\simeq1+s/2$, so $u\simeq s/2$, and $g=u+e^{-u}-1\simeq u^2/2\simeq s^2/8$. Hence $e\simeq(\ln R)^2/16$ to leading order. The error is quadratic in the logarithmic range, which is why a short record looks straight. For large $R$, $c$ and $g$ grow without bound and $e$ tends to 1, so the line fails completely. The five percent mark is reached at $R=2.46$.

\subsection*{What a least-squares fit gives}

A fitting routine usually minimises squared errors instead of the largest one. Take dense, evenly spaced points, equal weights and $R=2$, and let $\ell=\ln2$. The integrals needed are
\begin{equation}
\int_0^\ell e^x\,dx=1,\qquad
\int_0^\ell xe^x\,dx=\bigl[(x-1)e^x\bigr]_0^\ell=2\ell-1 .
\end{equation}
The slope $B$ of the fitted line $A+Bx$ is the covariance of $x$ and $y$ divided by the variance of $x$:
\begin{equation}
B=\frac{\int_0^\ell(x-\ell/2)e^x\,dx}{\int_0^\ell(x-\ell/2)^2dx}
=\frac{3\ell/2-1}{\ell^3/12}
=\frac{6(3\ell-2)}{\ell^3}=1.4313 .
\end{equation}
The line passes through the mean point $(\ell/2,1/\ell)$, so
\begin{equation}
A=\frac1\ell-\frac{B\ell}2=0.9467 .
\end{equation}
At $x=0$ the curve is at 1, so this fit misses the first point by 5.3 percent, slightly outside the stated five. With only eleven evenly spaced points, both ends included, the miss is 4.9 percent. If the squares of the fractional errors are minimised instead, which suits data with constant fractional noise, the largest miss on dense points is 3.9 percent.

The squared correlation is the variance of the fitted line over that of $y$. The mean of $y^2$ is $(e^{2\ell}-1)/(2\ell)=3/(2\ell)$, so
\begin{equation}
r^2=\frac{B^2\ell^2/12}{3/(2\ell)-1/\ell^2}=0.992 .
\end{equation}
Your value of about 0.99 is thus what an exponential without any recombination produces when the noise is small. Noise lowers it: with eleven points the typical value is about 0.985 for 2 percent noise and 0.95 for 5 percent noise.

\subsection*{A logarithmic plot has the same weakness}

Suppose you plot $\ln n$ instead, and the decay really is recombination. With $s=kn_0t$, $\ln(n_0/n)=\ln(1+s)$ for $0\le s\le R-1$. The chord from $(0,0)$ to $(R-1,\ln R)$ has slope $1/c$. The gap $\ln(1+s)-s/c$ is largest where $1/(1+s)=1/c$, that is at $s=c-1$, and there it equals
\begin{equation}
\ln c-\frac{c-1}{c}=\ln c+\frac1c-1=g .
\end{equation}
Shifting the chord by half the gap leaves errors of $\pm g/2$ in $\ln n$, or 0.030 for $R=2$. A straight logarithmic plot over a factor of two therefore does not prove diffusion either.

\subsection*{What separates the two laws}

\textbf{A longer decay.} The best-line error of the exponential is 12 percent for $R=4$ and 30 percent for $R=10$. To include noise, take eleven evenly spaced points whose $1/n$ has independent Gaussian noise of 5 percent of the true value. Fit a line with fractional weights and apply a chi-square test at the 5 percent level. The noise-free misfits $r_i$ of the line shift the sum of squares to a noncentral chi-square distribution with $11-2=9$ degrees of freedom and noncentrality $\sum_i r_i^2/(0.05)^2$. The chance of rejecting the false line is then 12 percent for $R=2$, against 5 percent for a line that is true. For $R=10$ it is 100 percent to the digits computed. The noncentrality grows as the inverse square of the noise, and your $r^2\approx0.99$ points to noise well below 5 percent. At $R=2$ the chance of rejection is about 30 percent for 3 percent noise, 66 percent for 2 percent noise and close to 100 percent for 1 percent noise. If the noise of your points is known independently and is that small, this test may already expose the curvature in your present record.

\textbf{A different starting density.} The best line through the exponential is
\begin{equation}
\frac1n\approx\frac{(1-e)(1+c\nu t)}{n_0},
\qquad
k_{\rm app}=\frac{(1-e)\,c\,\nu}{n_0}.
\end{equation}
Halving $n_0$ at fixed $\nu$ and $R$ doubles this false coefficient, while a true $k$ stays the same. In an experiment, gas temperature and composition must be held fixed as $n_0$ is changed. One long record serves as well: under exponential decay, the slope fitted to the second halving is twice that fitted to the first.

\textbf{The size of the slope.} A coefficient far above what the ions can plausibly have points to another loss.

\subsection*{Numbers for an SF$_6$ afterglow}

Take rough values: 10 mTorr, 300 K, plates 5 cm apart, $n_0=10^8$ cm$^{-3}$ at mid-gap, and a reduced mobility of 0.7 cm$^2$/Vs for both ions. Reduced mobility refers to 760 Torr and 273.15 K, and mobility varies inversely with gas density, so
\begin{equation}
\mu=0.7\times\frac{760}{0.010}\times\frac{300}{273.15}
=5.84\times10^4\ \mathrm{cm^2/Vs}.
\end{equation}
With $k_BT/e=0.02585$ V, $D=\mu k_BT/e=1511$ cm$^2$/s.

The particle fluxes are $-D\,\partial_zn\pm\mu nE$. Equal densities and equal fluxes require $2\mu nE=0$, so no field builds up and both species diffuse with $D$. With $n=0$ at the plates, the slowest mode is $\cos(\pi z/L)$, where $L$ is the gap and $z$ is measured from its middle. Therefore
\begin{equation}
\nu=\frac{\pi^2D}{L^2}=\frac{\pi^2\times1511}{25}\approx596\ \mathrm{s^{-1}}.
\end{equation}
The density halves in $\ln2/\nu=1.16$ ms, and the line lies furthest above the curve at $x_*/\nu=0.51$ ms. The slope would be read as
\begin{equation}
k_{\rm app}=\frac{0.970\times1.443\times596}{10^8}
\approx8.3\times10^{-6}\ \mathrm{cm^3/s},
\end{equation}
about 80 times a rough true ion--ion coefficient of $10^{-7}$ cm$^3$/s. A grid solution of the diffusion equation, started from a flat profile and observed from one decay time later, gives the same coefficient to two digits and the same 2.98 percent deviation.

\subsection*{How far this carries over to a real reactor}

True recombination adds a rate $kn_0$, which is 1.7 percent of $\nu$ here. With both losses in a rate equation for the mid-gap density, $u=1/n$ obeys $du/dt=\nu u+k$, so
\begin{equation}
\frac{n_0}{n}=(1+\beta)e^{\nu t}-\beta,\qquad \beta=\frac{kn_0}{\nu}.
\end{equation}
The deviation drops slightly, from 2.98 to 2.95 percent. For $\beta\gg1$ a halving takes $\nu t\simeq1/\beta$, the exponential can be expanded, and the true line $1+kn_0t$ returns. The two rates are equal at $n_0=\nu/k\approx6\times10^9$ cm$^{-3}$. This is only a rough figure: the rate equation assumes the cosine profile, and at such densities the profile is flatter and the diffusive loss at mid-gap is below $\nu n$. My $10^8$ cm$^{-3}$ is a low density, suited to a late afterglow. At $10^{10}$ cm$^{-3}$, a rough figure for an active discharge, recombination would initially outpace diffusion. The window ends 2.8 ms after the release of the flat profile used above, which starts near $2\times10^8$ cm$^{-3}$. From a flat profile at $10^{10}$ cm$^{-3}$ it would end after about 7.6 ms with recombination included, and after 9.3 ms by diffusion alone. Either way, it needs a longer off time than kilohertz pulsing allows.

The other idealisations mainly change $\nu$, and $k_{\rm app}$ in proportion:
\begin{itemize}
\item The ion mean free path is about 0.2 cm, so the density does not quite vanish at the plates. This lowers $\nu$ by about 10 percent.
\item For unequal mobilities at equal temperatures, eliminating $E$ from the equal fluxes gives $D_a=2D_+D_-/(D_++D_-)$. If one mobility is doubled, $\nu$ rises by a third.
\item At fixed pressure and reduced mobility, $D\propto T^2$. Gas at 400 K would raise $\nu$ by a factor of 1.8.
\end{itemize}
As long as these conditions stay constant during the window, the slowest mode remains exponential and the 3 percent result stands. If the ion species or the gas temperature changes during the decay, $\nu$ varies with time and the result no longer applies as it stands; I have not sized that case. Smaller effects, including edge loss and leftover electrons, are sized in the numerical output below.

For your data, then, the straight plot is compatible with recombination, but the correlation and the five percent band alone do not establish it. Test the residuals against the known noise of your points first. Follow the decay over a factor of ten, or repeat it at half the starting density, before you assign a coefficient.

\section*{Calculated quantities}
\begin{verbatim}
Chord slope c for R=2: 1.4427
Log gap g for R=2: 0.05966
Peak ratio M of chord to curve: 1.06148
Position x* of the peak: 0.3069
Best-line deviation, R=2: 2.98 %
Best-line deviation, R=4: 11.7 %
Best-line deviation, R=10: 30.0 %
Density factor R at which deviation is 5 %: 2.459
Recombination on log plot, deviation in ln n: 0.02983
Unweighted fit: slope 1.4313, intercept 0.9467
Unweighted fit, miss at first point: 5.33 %
Unweighted fit, squared correlation: 0.9921
Fractionally weighted fit, largest miss: 3.94 %
Noise test: 11 points, noise 5 %, level 5 %
Chance to reject false line, R=2: 12.2 %
Chance to reject false line, R=10: 100.0 %
Slope ratio on halving n0, exponential decay: 2.000
Slope ratio on halving n0, recombination: 1.000
Pressure: 10 mTorr; gas temperature: 300 K
Gap: 5 cm; plate radius: 15 cm
Reduced mobility: 0.7 cm2/Vs; n0: 1.0e+08 cm^-3
Gas density: 3.219e+14 cm^-3
Ion mobility: 5.843e+04 cm2/Vs
Diffusion coefficient: 1511 cm2/s
Loss rate nu: 596.3 1/s; decay time: 1.677 ms
Time to halve the density: 1.162 ms
Time of largest positive deviation: 0.515 ms
Deviation from grid solution: 2.98 %
False coefficient, formula: 8.347e-06 cm3/s
False coefficient, grid solution: 8.344e-06 cm3/s
Rough true coefficient (input): 1.0e-07 cm3/s
False over true coefficient: 83
True recombination rate over nu at start: 1.68 %
Deviation with true recombination added: 2.95 %
Ion mass: 127 u; mean speed: 2.236e+04 cm/s
Ion mean free path: 0.203 cm
Change of nu by finite free path: -10.0 %
Third-mode share at window start: 0.0112 %
Edge loss at centre by window end: 4.0e-04 %
Debye length at n0: 0.0085 cm
Rough attachment coefficient (input): 1.0e-08 cm3/s
Leftover electron lifetime: 0.31 us
\end{verbatim}
